# Dimer tilts on Si(001): an Ising model for c(4x2) and p(2x2), part 1

(Sections cited here and not found follow in the second part.)

## First half: from tilted dimers to the ordered ground state

### 1. Result

The dimers of the Si(001) surface are tilted, and each tilt has two possible senses. Write $s_{i,j}=\pm1$ for the sense of dimer $j$ in row $i$. With couplings between near neighbours, the energy is

$$E=NE_0+\sum_{i,j}\Big[V s_{i,j}s_{i,j+1}+H s_{i,j}s_{i+1,j}+D s_{i,j}\big(s_{i+1,j+1}+s_{i+1,j-1}\big)\Big]. \tag{1}$$

Here $N$ is the number of dimers. $V$ couples neighbours in a row, $H$ couples dimers that face each other in adjacent rows, and $D$ couples diagonal neighbours in adjacent rows. A positive coupling favours opposite tilts.

Let $V>0$ and, if $HD>0$, let also $V>\min(|H|,2|D|)$. Then the ground state is decided by the sign of

$$M=H-2D. \tag{2}$$

For $M>0$ it is c(4x2), and for $M<0$ it is p(2x2). The inter-row coupling whose sign matters is therefore $M$. The facing-dimer coupling $H$ decides alone if $D=0$, but with diagonal coupling $H$ and $M$ can have opposite signs.

### 2. Geometry, electron counting and sign convention

A silicon atom has four valence electrons. A surface atom of the dimerised surface uses two of them in back bonds and one in the dimer bond, so one is left in a dangling bond. Each dimer thus has two dangling-bond electrons. When the dimer tilts, charge moves towards the upper atom. In the limiting picture, the upper atom holds a filled lone pair and the lower atom an empty orbital.

This count is the same for either sense of tilt, and therefore for every pattern of tilts. Electron counting makes the tilted dimer plausible, but it cannot choose between c(4x2) and p(2x2). That choice is left to the interactions between dimers.

Let $x$ point along the dimer bonds, perpendicular to the rows, and let $y$ point along the rows. If the spacing of the unreconstructed square surface mesh is $d$, the rows are $2d$ apart and the dimers in a row are $d$ apart. Set $s=+1$ if the atom on the $+x$ side is the upper one, and $s=-1$ otherwise. The direction $+x$ is the same for all rows; reversing it in every second row would reverse the signs of $H$ and $D$.

In a name such as p(4x1), the first number is the period along $x$ and the second the period along $y$, in units of $d$. Four patterns are needed:

| Pattern | $s_{i,j}$ | $p=s_{i,j}s_{i,j+1}$ | $q=s_{i,j}s_{i+1,j}$ |
|---|---|---|---|
| p(2x1) | $1$ | $+1$ | $+1$ |
| p(4x1) | $(-1)^i$ | $+1$ | $-1$ |
| p(2x2) | $(-1)^j$ | $-1$ | $+1$ |
| c(4x2) | $(-1)^{i+j}$ | $-1$ | $-1$ |

In p(2x2), a shift by one row restores the pattern, so the period along $x$ is $2d$. In c(4x2), a shift by one row reverses every tilt, and a further shift by one dimer restores it. The combined shift $(2d,d)$ is the centring translation of a $4d\times2d$ cell.

### 3. A model of the tilts

Let $\theta_{i,j}$ be the signed tilt of a dimer, as a dimensionless number. Take

$$W=\sum_{i,j}\Big[-\frac a2\theta_{i,j}^2+\frac b4\theta_{i,j}^4+k_v\theta_{i,j}\theta_{i,j+1}+k_h\theta_{i,j}\theta_{i+1,j}+k_d\theta_{i,j}(\theta_{i+1,j+1}+\theta_{i+1,j-1})\Big], \tag{3}$$

with $a,b>0$. An isolated dimer has minima at $\theta=\pm\sqrt{a/b}$, lower by $a^2/(4b)$ than the flat dimer. The coefficients $k_v,k_h,k_d$ stand for the combined effect of substrate strain and electrostatics on neighbouring dimers.

Symmetry restricts the form. The surface with flat dimers has a mirror plane through each row, perpendicular to $x$. Reflection reverses all tilts and exchanges the rows on the two sides. A term linear in $\theta$ would change sign, so it is forbidden. The same reflection turns one kind of diagonal pair into the other, which is why both carry the same $k_d$. Stopping at bilinear couplings of short range is an assumption of the model.

In each ordered pattern put $\theta_{i,j}=\theta s_{i,j}$ with a common amplitude $\theta$. Per dimer there are one in-row bond, one facing bond and two diagonal bonds. The diagonal products equal $pq$, because a diagonal step is one step along the row and one across. The energy per dimer is

$$w(\theta)=-\frac a2\theta^2+\frac b4\theta^4+\theta^2(k_vp+k_hq+2k_dpq)
=-\frac{a-\lambda}{2}\theta^2+\frac b4\theta^4,$$

$$\lambda=2(k_vp+k_hq+2k_dpq). \tag{4}$$

Setting $w'(\theta)=-(a-\lambda)\theta+b\theta^3=0$ gives, for $a>\lambda$,

$$\theta^2=\frac{a-\lambda}{b},\qquad e=-\frac{(a-\lambda)^2}{2b}+\frac{(a-\lambda)^2}{4b}=-\frac{(a-\lambda)^2}{4b}. \tag{5}$$

All dimers are equivalent in these patterns, so the condition for one is the condition for all.

Such a state must also be stable against unequal changes of the tilts. The second derivative of the single-dimer energy is $-a+3b\theta^2=2a-3\lambda$. For a change that varies as a plane wave with phases $\alpha$ across the rows and $\beta$ along them, the couplings add $2(k_v\cos\beta+k_h\cos\alpha+2k_d\cos\alpha\cos\beta)$. This is linear in each cosine separately, so its lowest value occurs where both cosines are $\pm1$. It is then the smallest of the four values of $\lambda$, called $\lambda_{\min}$. The state is a local minimum if

$$2a-3\lambda+\lambda_{\min}>0. \tag{6}$$

### 4. Ising couplings from four energies

For an ordered pattern, equation (1) gives the energy per dimer

$$e=E_0+Vp+Hq+2Dpq. \tag{7}$$

Call the four energies $e_{21}$, $e_{41}$, $e_{22}$ and $e_c$, in the order of the table. Inserting the signs gives

$$\begin{aligned}
e_{21}&=E_0+V+H+2D, & e_{41}&=E_0+V-H-2D,\\
e_{22}&=E_0-V+H-2D, & e_c&=E_0-V-H+2D.
\end{aligned}$$

Sums and differences isolate the couplings:

$$V=\frac{e_{21}+e_{41}-e_{22}-e_c}{4},\quad H+2D=\frac{e_{21}-e_{41}}2,\quad M=\frac{e_{22}-e_c}2. \tag{8}$$

Now insert the relaxed energies (5). Write $P_0=k_h+2k_d$ and $M_0=k_h-2k_d$. From (4), $\lambda=2(k_v\pm P_0)$ for p(2x1) and p(4x1), and $\lambda=2(-k_v\pm M_0)$ for p(2x2) and c(4x2), with the upper sign for the first of each pair. Therefore

$$\begin{aligned}
M&=\frac{(a+2k_v+2M_0)^2-(a+2k_v-2M_0)^2}{8b}=\frac{(a+2k_v)M_0}{b},\\
H+2D&=\frac{(a-2k_v+2P_0)^2-(a-2k_v-2P_0)^2}{8b}=\frac{(a-2k_v)P_0}{b}.
\end{aligned}\tag{9}$$

For $V$, add the energies in pairs. The terms linear in $P_0$ and $M_0$ cancel:

$$e_{21}+e_{41}=-\frac{(a-2k_v)^2+4P_0^2}{2b},\qquad e_{22}+e_c=-\frac{(a+2k_v)^2+4M_0^2}{2b}.$$

Their difference is $[8ak_v+4(M_0^2-P_0^2)]/(2b)$, and $M_0^2-P_0^2=-8k_hk_d$. Division by 4 gives $V$. Half the sum of the two lines of (9) gives $H$, and a quarter of their difference, second line minus first, gives $D$:

$$V=\frac{ak_v-4k_hk_d}{b},\qquad H=\frac{ak_h-4k_vk_d}{b},\qquad D=\frac{ak_d-k_vk_h}{b}. \tag{10}$$

For $k_v>0$ the factor $(a+2k_v)/b$ in (9) is positive. Relaxation of the tilts changes the size of $M$, but not its sign. It can create a diagonal coupling even if $k_d=0$: two diagonal neighbours influence each other through the dimers adjacent to both, which gives $D=-k_vk_h/b$.

### 5. What the mapping leaves out

The Ising form reproduces the four ordered energies exactly, since four constants are matched to four energies. Other patterns are reproduced only approximately. To see why, start from tilts of equal size $\theta_0=\sqrt{a/b}$. The neighbours exert on a dimer a force of size $f=\theta_0\sum k\,s$, summed over its neighbours. The dimer responds with stiffness $-a+3b\theta_0^2=2a$, and the energy falls by

$$\frac{f^2}{4a}=\frac{1}{4b}\Big(\sum k\,s\Big)^2 .$$

The square contains products of any two neighbours of the dimer. One of them is $s_{i,j-1}s_{i,j+1}$, which enters the energy with coefficient $-k_v^2/(2b)$. In all four ordered patterns this product is $+1$, so matching places it in $E_0$. In a disordered pattern it varies, and (1) misses the variation. The Ising model is thus a controlled description of tilt disorder only when the couplings are small compared with $a$. At finite temperature the thermal energy must also be small compared with the well depth $a^2/(4b)$, so that the size of the tilts fluctuates little.

### 6. Proof of the ground state

Assume periodic boundaries with even numbers of rows and of dimers per row. Consider a plaquette of four dimers with signs

$$A=s_{i,j},\quad B=s_{i,j+1},\quad C=s_{i+1,j},\quad F=s_{i+1,j+1}.$$

Assign to it the energy

$$\epsilon=\frac V2(AB+CF)+\frac H2(AC+BF)+D(AF+BC). \tag{11}$$

Each in-row bond and each facing bond belongs to two plaquettes, hence the factors of one half. Each diagonal belongs to one. The sum of $\epsilon$ over all plaquettes is therefore $E-NE_0$, and there is one plaquette per dimer.

If $ABCF=+1$, then $CF=AB$, $BF=AC$ and $AF=BC=(AB)(AC)$. With $p=AB$ and $q=AC$ the plaquette energy is $Vp+Hq+2Dpq$, one of the four ordered values. If $ABCF=-1$, the two products in each bracket of (11) cancel, and $\epsilon=0$. No other values occur.

For $p=-1$ the lower value is $-V-|M|$. For $p=+1$ it is $V-|H+2D|$. With $V>0$ the first is below zero. It is also below the second if

$$2V>|H+2D|-|H-2D|. \tag{12}$$

If $HD\le0$, the right side is not positive and (12) holds. If $HD>0$, the right side is $|H|+2|D|-\big||H|-2|D|\big|=2\min(|H|,2|D|)$. This is the condition stated in section 1.

The energy cannot be lower than the lowest plaquette energy times $N$. For $M>0$ the lowest plaquette has $p=q=-1$, and c(4x2) has this on every plaquette. For $M<0$ it has $p=-1$, $q=+1$, which is p(2x2). Once one sign is chosen, the products $p$ and $q$ fix all others, so the ground state is unique up to reversal of all tilts.

The energy difference follows from (8):

$$e_{22}-e_c=2M. \tag{13}$$

The meaning of $M$ is simple. In alternating rows, a dimer facing a neighbour with sign $s'$ has two diagonal neighbours with sign $-s'$. The adjacent row acts on it through $Hs'-2Ds'=Ms'$. At $M=0$ this influence vanishes. If (12) still holds, each row alternates with a free choice of phase, and $R$ rows have $2^R$ ground states. Enumeration for four rows gives 16.

If $V>0$ but the inequality (12) is reversed, uniform rows win: p(2x1) for $H+2D<0$, or p(4x1) for $H+2D>0$. For instance, with $V=1$, $H=2$, $D=1$ in any energy unit, p(4x1) has energy $1-2-2=-3$ relative to $E_0$, while both alternating patterns have $-1$.

### 7. Two parameter sets

Take round model parameters, not fitted to any material: $a=b=400$ meV, $k_v=40$ meV and $k_h=12$ meV. An isolated dimer then has $\theta=\pm1$. Set A has $k_d=2$ meV and set B has $k_d=10$ meV. For set A, equation (10) gives

$$V=40-0.24=39.76,\quad H=12-0.8=11.2,\quad D=2-1.2=0.8\ \text{meV},$$

so $M=11.2-1.6=9.6$ meV. For set B,

$$V=40-1.2=38.8,\quad H=12-4=8,\quad D=10-1.2=8.8\ \text{meV},$$

so $M=8-17.6=-9.6$ meV. The bound $\min(|H|,2|D|)$ is 1.6 meV for A and 8 meV for B, well below $V$.

For c(4x2) in set A, $\lambda=2(-40-12+4)=-96$ meV and $e_c=-496^2/1600=-153.76$ meV. For p(2x2), $\lambda=-64$ meV and $e_{22}=-464^2/1600=-134.56$ meV. The difference is $19.2$ meV per dimer in favour of c(4x2), equal to $2M$. In set B the two energies are interchanged and p(2x2) wins, although $H$ is still positive.

The least stable of the eight states is p(2x1) in set B, with $\lambda=144$ meV. Its left side in (6) is $800-432-96=272$ meV, so all eight are local minima.

For 20 random patterns of 16 dimers in set A, the relaxed energy differs from the Ising energy by at most 3.1 meV per dimer. This is about 8% of $V$, but about a third of $M$. A random sample misses the worst cases. Take the sequence $++--$ along every row, the same in all rows. The in-row and diagonal forces cancel, so $\lambda=2k_h=24$ meV and $e=-376^2/1600=-88.36$ meV. The Ising value is $E_0+H$, where $E_0$ is the mean of the four ordered energies. It equals $-104.4+11.2=-93.2$ meV in set A and $-105.36+8=-97.36$ meV in set B. The errors are 4.8 meV, half of $|M|$, and 9.0 meV, almost all of $|M|$. The ordered energies are matched far better than the disordered ones, and the transition temperatures below belong to the Ising model, not to the full tilt model.

## Second half: order and disorder at finite temperature

### 8. Symbols and results carried over

The tilt signs $s_{i,j}=\pm1$ have the energy (1), with $V$ along the rows, $H$ between facing dimers and $D$ between diagonal neighbours in adjacent rows. Positive couplings favour opposite tilts. The combination $M=H-2D$ selects c(4x2) if positive and p(2x2) if negative, provided that $V>0$ and, for $HD>0$, $V>\min(|H|,2|D|)$. Set A has $(V,H,D)=(39.76,\,11.2,\,0.8)$ meV and $M=9.6$ meV. Set B has $(38.8,\,8,\,8.8)$ meV and $M=-9.6$ meV. The temperature is $T$, and $k$ without a subscript is Boltzmann's constant.

### 9. Short-range order between two rows

The sign rule also governs weakly coupled rows without long-range order. Take two rows, each closed into a ring of $n$ dimers with $n$ even. Measure their relative phase by

$$C=\frac1n\sum_{j,l}(-1)^{j+l}\langle s_{1,j}s_{2,l}\rangle. \tag{14}$$

Two alternating rows in phase give $C>0$, and in antiphase $C<0$. Let $U$ be the inter-row energy,

$$U=\sum_r\big[Hs_{1,r}s_{2,r}+Ds_{1,r}(s_{2,r+1}+s_{2,r-1})\big].$$

To first order in $U/kT$, the Boltzmann factor of the uncoupled rows is multiplied by $1-U/kT$. Averages over uncoupled rows carry the index 0. Reversing one whole row does not change the uncoupled energy, so $\langle s_{1,j}s_{2,l}\rangle_0=0$ and $\langle U\rangle_0=0$. The normalisation therefore has no first-order change, and

$$C=-\frac{1}{nkT}\sum_{j,l}(-1)^{j+l}\langle s_{1,j}s_{2,l}U\rangle_0 .$$

The averages factorise into one for each row. Define the staggered structure factor of a single row,

$$S=\sum_{r=0}^{n-1}(-1)^r\langle s_0s_r\rangle_0. \tag{15}$$

By translation along the ring,

$$\sum_j(-1)^j\langle s_{1,j}s_{1,r}\rangle_0=(-1)^rS,\qquad
\sum_l(-1)^l\langle s_{2,l}s_{2,r\pm1}\rangle_0=-(-1)^rS.$$

The facing bond at position $r$ contributes $HS^2$. Each of the two diagonal bonds contributes $-DS^2$. The sum over the $n$ positions cancels the factor $1/n$:

$$C=-\frac{M}{kT}S^2. \tag{16}$$

To find $S$, set $\sigma_j=(-1)^js_j$, so that the row energy becomes $-V\sum\sigma_j\sigma_{j+1}$. With $K=V/kT$ and $t=\tanh K$,

$$e^{K\sigma\sigma'}=\cosh K\,(1+t\sigma\sigma').$$

This identity holds for $\sigma\sigma'=\pm1$. In the partition function, the sum over signs removes every product in which some $\sigma$ occurs an odd number of times. The empty product and the complete ring remain, giving $1+t^n$. In the average of $\sigma_0\sigma_r$, the surviving products are the two paths around the ring that join the sites. Hence

$$\langle\sigma_0\sigma_r\rangle=\frac{t^r+t^{n-r}}{1+t^n}.$$

The sum of $t^r$ from $r=0$ to $n-1$ is $(1-t^n)/(1-t)$, and the sum of $t^{n-r}$ is $t$ times this. Since $(1+t)/(1-t)=e^{2K}$,

$$S=e^{2V/kT}\,\frac{1-t^n}{1+t^n}. \tag{17}$$

For a long row at fixed temperature, $S$ tends to $e^{2V/kT}$. Strong order along the row amplifies the effect of a weak coupling between rows, because long alternating segments act together. Equation (16) is a first-order result. It requires $|H|/kT$ and $|D|/kT$ to be small separately, even if $M$ nearly vanishes, and for strongly ordered rows it also requires $|M|S/kT$ to be small.

For set B with $n=6$ and $kT=60$ meV, (17) gives $S=3.405$. If $H$ and $D$ are both multiplied by a small factor $g$, then

$$\frac Cg=\frac{9.6}{60}\times3.405^2=1.855.$$

Enumeration of all patterns at $g=10^{-3}$ agrees. The correlation is positive: the rows prefer to be in phase, as in p(2x2), although $H>0$.

For the stated range of $V$, the sign of $M=H-2D$ decides between c(4x2) and p(2x2) in the ground state, and it also sets the preferred relative phase of two weakly coupled rows at finite temperature. What remains is to find the transition temperature, first without and then with diagonal coupling, and to examine the limits of the sign rule.

Numerical values quoted here were computed with a short program.
